# The exponential of a fermionic excitation generator as a Givens rotation: verification in Python

```python
"""
Result under test: for one product tau of fermion ladder operators, whose created
and annihilated orbital sets differ, A = tau - tau^dagger obeys A^3 = -A and
    exp(theta A) = 1 + sin(theta) A + (1 - cos(theta)) A^2,
a rotation by theta within each pair (D, tau D) of Slater determinants.

Symbols: a[p] annihilates spin orbital p; theta is a real angle; D is a determinant.
E0, E1 are the energies of D and D' = tau D, and K is their Hamiltonian coupling.
Ladder operators are explicit matrices in the full Fock space (Jordan-Wigner form).
The molecular example is hydrogen fluoride, RHF orbitals, STO-3G basis.
"""
import numpy as np
from scipy import sparse
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import expm_multiply
from pyscf import ao2mo, fci, gto, scf


def annihilators(n_modes):
    """Sparse annihilation matrices; mode 0 is the leftmost tensor factor."""
    parity = sparse.csr_matrix(np.diag([1.0, -1.0]))
    lower = sparse.csr_matrix(np.array([[0.0, 1.0], [0.0, 0.0]]))
    result = []
    for p in range(n_modes):
        matrix = sparse.identity(1, format="csr")
        for _ in range(p):
            matrix = sparse.kron(matrix, parity, format="csr")
        matrix = sparse.kron(matrix, lower, format="csr")
        rest = sparse.identity(2 ** (n_modes - p - 1), format="csr")
        result.append(sparse.kron(matrix, rest, format="csr"))
    return result


def excitation(a, created, removed):
    """a^+_{c1} ... a^+_{cn} a_{rn} ... a_{r1}"""
    tau = sparse.identity(a[0].shape[0], format="csr")
    for p in created:
        tau = tau @ a[p].T
    for p in reversed(removed):
        tau = tau @ a[p]
    return tau.tocsr()


def determinant_index(occupied, n_modes):
    return sum(2 ** (n_modes - 1 - p) for p in occupied)


def largest(matrix):
    return float(np.max(np.abs(matrix)))


# ---------- algebra in a small Fock space ----------
M = 6
dim = 2 ** M
one = np.eye(dim)
a = annihilators(M)
for p in range(M):
    for q in range(M):
        mixed = (a[p] @ a[q].T + a[q].T @ a[p]).toarray()
        assert largest(mixed - (p == q) * one) < 1e-14
        assert largest((a[p] @ a[q] + a[q] @ a[p]).toarray()) < 1e-14

theta = 0.7
print(f"Small Fock space: {M} spin orbitals, {dim} determinants")
print(f"Test angle: {theta:.1f} rad")
cases = {
    "single": ([3], [0]),
    "double": ([3, 4], [0, 1]),
    "triple": ([3, 4, 5], [0, 1, 2]),
    "single with spectator": ([3, 2], [0, 2]),
}
for name, (created, removed) in cases.items():
    tau = excitation(a, created, removed).toarray()
    A = tau - tau.T
    A2 = A @ A
    cube_error = largest(A2 @ A + A)
    U = expm(theta * A)
    closed = one + np.sin(theta) * A + (1 - np.cos(theta)) * A2
    exp_error = largest(U - closed)
    assert largest(tau @ tau) < 1e-14
    assert largest(tau @ tau.T @ tau - tau) < 1e-14
    assert cube_error < 1e-13 and exp_error < 1e-12

    # Find the pairs from occupation lists alone, then inspect the exponential.
    source_diagonal = np.zeros(dim)
    target_diagonal = np.zeros(dim)
    untouched = set(range(dim))
    pairs = 0
    for index in range(dim):
        occupied = {p for p in range(M) if (index >> (M - 1 - p)) & 1}
        after_removal = occupied - set(removed)
        if set(removed) <= occupied and not (after_removal & set(created)):
            target = determinant_index(after_removal | set(created), M)
            sign = tau[target, index]
            assert abs(abs(sign) - 1) < 1e-14
            source_column = np.cos(theta) * one[:, index]
            source_column += sign * np.sin(theta) * one[:, target]
            target_column = np.cos(theta) * one[:, target]
            target_column -= sign * np.sin(theta) * one[:, index]
            assert largest(U[:, index] - source_column) < 1e-12
            assert largest(U[:, target] - target_column) < 1e-12
            source_diagonal[index] = 1
            target_diagonal[target] = 1
            untouched -= {index, target}
            pairs += 1
    for index in untouched:
        assert largest(U[:, index] - one[:, index]) < 1e-12
    assert largest(tau.T @ tau - np.diag(source_diagonal)) < 1e-14
    assert largest(tau @ tau.T - np.diag(target_diagonal)) < 1e-14
    assert pairs == 2 ** (M - len(set(created) | set(removed)))
    print(f"{name}: rotated pairs = {pairs}, unchanged = {len(untouched)}")
    print(f"  max|A^3+A| = {cube_error:.1e}, exponential error = {exp_error:.1e}")

# Equal created and annihilated sets give a Hermitian tau and hence A = 0.
number_product = excitation(a, [0, 1], [0, 1]).toarray()
assert largest(number_product - number_product.T) < 1e-14


def generator(created, removed):
    tau = excitation(a, created, removed).toarray()
    return tau - tau.T


# Spin sum: even modes are spin up, odd modes are spin down.
up, down = generator([2], [0]), generator([3], [1])
spin_sum = up + down
spectrum = np.linalg.eigvalsh(1j * spin_sum)
sum_cube_error = largest(spin_sum @ spin_sum @ spin_sum + spin_sum)
assert largest(up @ down - down @ up) < 1e-14
assert abs(spectrum[-1] - 2) < 1e-12 and sum_cube_error > 0.1
assert largest(expm(theta * spin_sum) - expm(theta * up) @ expm(theta * down)) < 1e-12
print(f"Spin-summed single: largest |eigenvalue| = {spectrum[-1]:.3f}")
print(f"Spin-summed single: max|A^3+A| = {sum_cube_error:.3f}")

# Two excitations out of the same orbital do not commute.
first, second = generator([2], [0]), generator([3], [0])
commutator_size = largest(first @ second - second @ first)
joint = expm(theta * (first + second))
factorization_gap = largest(joint - expm(theta * second) @ expm(theta * first))
assert commutator_size > 0.1 and factorization_gap > 1e-2
print(f"Shared-orbital singles: max|commutator| = {commutator_size:.3f}")
print(f"Shared-orbital singles: max|exp(sum)-product| = {factorization_gap:.3f}")

# ---------- one pair rotation in hydrogen fluoride ----------
bond = 1.5
mol = gto.M(atom=f"F 0 0 0; H 0 0 {bond}", basis="sto-3g",
            unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C = mf.mo_coeff
n_orb = C.shape[1]
n_occ = mol.nelectron // 2
h = C.T @ mf.get_hcore() @ C
eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n_orb)
pi_rows = [k for k, label in enumerate(mol.ao_labels())
           if "2px" in label or "2py" in label]
sigma_occ = [p for p in range(n_occ) if largest(C[pi_rows, p]) < 1e-6]
i = max(sigma_occ, key=lambda p: mf.mo_energy[p])
v = n_occ
assert n_orb == n_occ + 1

n_spin = 2 * n_orb
b = annihilators(n_spin)
E_op = [[(b[2 * p].T @ b[2 * q] + b[2 * p + 1].T @ b[2 * q + 1]).tocsr()
         for q in range(n_orb)] for p in range(n_orb)]
h_effective = h - 0.5 * np.einsum("prrq->pq", eri)


def apply_hamiltonian(state):
    """Full electronic Hamiltonian plus nuclear repulsion acting on a state."""
    moved = np.array([[E_op[r][s] @ state for s in range(n_orb)]
                      for r in range(n_orb)])
    weighted = 0.5 * np.tensordot(eri, moved, axes=([2, 3], [0, 1]))
    result = mol.energy_nuc() * state
    for p in range(n_orb):
        for q in range(n_orb):
            result = result + h_effective[p, q] * moved[p, q]
            result = result + E_op[p][q] @ weighted[p, q]
    return result


D = np.zeros(2 ** n_spin)
D[determinant_index(range(2 * n_occ), n_spin)] = 1
tau = excitation(b, [2 * v, 2 * v + 1], [2 * i, 2 * i + 1])
A = (tau - tau.T).tocsr()
D_prime = tau @ D
HD, HDp = apply_hamiltonian(D), apply_hamiltonian(D_prime)
E0, E1, K = D @ HD, D_prime @ HDp, D @ HDp
assert abs(E0 - mf.e_tot) < 1e-8
assert abs(K - eri[i, v, i, v]) < 1e-9
Delta = E1 - E0
assert Delta > 0


def rotated_energy(angle):
    state = expm_multiply(angle * A, D)
    return float(state @ apply_hamiltonian(state))


for angle in (-1.1, -0.2, 0.4, 1.3):
    c, s = np.cos(angle), np.sin(angle)
    formula = E0 * c**2 + E1 * s**2 + 2 * K * s * c
    assert abs(rotated_energy(angle) - formula) < 1e-9

theta_best = 0.5 * np.arctan2(-2 * K, Delta)
E_min = 0.5 * (E0 + E1) - np.sqrt(Delta**2 / 4 + K**2)
search = minimize_scalar(rotated_energy, bounds=(-np.pi / 4, np.pi / 4),
                         method="bounded", options={"xatol": 1e-8})
# The angle tolerance reflects the flat minimum of an energy near -100 hartree.
assert abs(search.x - theta_best) < 1e-5
assert abs(search.fun - E_min) < 1e-9
assert abs(np.linalg.eigvalsh([[E0, K], [K, E1]])[0] - E_min) < 1e-9

best_state = expm_multiply(theta_best * A, D)
amplitude_D, amplitude_Dp = D @ best_state, D_prime @ best_state
assert abs(amplitude_D - np.cos(theta_best)) < 1e-10
assert abs(amplitude_Dp - np.sin(theta_best)) < 1e-10
E_fci = fci.FCI(mf).kernel()[0]
assert E_fci < E_min < E0
lowering = E0 - E_min
hartree_eV = physical_constants["Hartree energy in eV"][0]

print(f"HF molecule, STO-3G: bond length = {bond:.1f} angstrom")
print(f"Electrons = {mol.nelectron}, spatial orbitals = {n_orb}")
print(f"Spin orbitals = {n_spin}, Fock-space dimension = {2**n_spin}")
print(f"Pair moved from orbital {i + 1} to orbital {v + 1} (count from 1)")
print(f"E0 = {E0:.6f} hartree")
print(f"E1 = {E1:.6f} hartree")
print(f"Delta = E1 - E0 = {Delta:.6f} hartree")
print(f"K = {K:.6f} hartree")
print(f"Integral (iv|iv) = {eri[i, v, i, v]:.6f} hartree")
print(f"Best angle, formula = {theta_best:.5f} rad")
print(f"Best angle, numerical search = {search.x:.5f} rad")
print(f"Best angle, converted = {np.degrees(theta_best):.3f} degrees")
print(f"Amplitude of D = {amplitude_D:.5f}")
print(f"Amplitude of D' = {amplitude_Dp:.5f}")
print(f"Weight of D' = {amplitude_Dp**2:.5f}")
print(f"Minimum energy, formula = {E_min:.6f} hartree")
print(f"Minimum energy, numerical search = {search.fun:.6f} hartree")
print(f"Energy lowering = {lowering:.6f} hartree")
print(f"Energy lowering, converted = {lowering * hartree_eV:.4f} eV")
print(f"Full CI energy = {E_fci:.6f} hartree")
print(f"Full CI correlation energy = {E_fci - E0:.6f} hartree")
print(f"Share recovered by one rotation = {100 * lowering / (E0 - E_fci):.2f} percent")
print("finished without a failed check")
```

Printed output:

```
Small Fock space: 6 spin orbitals, 64 determinants
Test angle: 0.7 rad
single: rotated pairs = 16, unchanged = 32
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
double: rotated pairs = 4, unchanged = 56
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
triple: rotated pairs = 1, unchanged = 62
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
single with spectator: rotated pairs = 8, unchanged = 48
  max|A^3+A| = 0.0e+00, exponential error = 1.1e-16
Spin-summed single: largest |eigenvalue| = 2.000
Spin-summed single: max|A^3+A| = 3.000
Shared-orbital singles: max|commutator| = 1.000
Shared-orbital singles: max|exp(sum)-product| = 0.226
HF molecule, STO-3G: bond length = 1.5 angstrom
Electrons = 10, spatial orbitals = 6
Spin orbitals = 12, Fock-space dimension = 4096
Pair moved from orbital 5 to orbital 6 (count from 1)
E0 = -98.414750 hartree
E1 = -97.824493 hartree
Delta = E1 - E0 = 0.590258 hartree
K = 0.263356 hartree
Integral (iv|iv) = 0.263356 hartree
Best angle, formula = -0.36428 rad
Best angle, numerical search = -0.36428 rad
Best angle, converted = -20.872 degrees
Amplitude of D = 0.93438
Amplitude of D' = -0.35628
Weight of D' = 0.12694
Minimum energy, formula = -98.515169 hartree
Minimum energy, numerical search = -98.515169 hartree
Energy lowering = 0.100418 hartree
Energy lowering, converted = 2.7325 eV
Full CI energy = -98.519360 hartree
Full CI correlation energy = -0.104610 hartree
Share recovered by one rotation = 95.99 percent
finished without a failed check
```
